\section*{Logarithmic dielectric function and antiscreening in a polarisable wire, part 1}

(Sections cited here and not found follow in the second part.)

\section{Dielectric function and the balance of screening}

Let $z$ be the coordinate along an infinite straight insulating wire in vacuum and $\boldsymbol\rho$ the position across it. Hartree atomic units are used, so that two unit point charges a distance $r$ apart have energy $1/r$. Fourier transforms along the wire follow the convention
\begin{equation}
f(q)=\int_{-\infty}^{\infty}f(z)e^{-iqz}\,dz,\qquad
f(z)=\frac1{2\pi}\int_{-\infty}^{\infty}f(q)e^{iqz}\,dq .
\end{equation}
Every charge considered here, external or induced, has the density $\lambda(z)g(\boldsymbol\rho)$, where $\lambda$ is a charge per unit length and $g\ge0$ is a fixed transverse profile with $\int g\,d^2\rho=1$. A potential or an axial field at $z$ means its average over the cross-section with weight $g$.

The wire responds to the total axial field $E(z)$ with a dipole moment per unit length
\begin{equation}
P(z)=\alpha E(z),\qquad \alpha>0 .
\label{eq:response}
\end{equation}
A dipole moment per unit length has the dimension of charge, and a field that of charge over length squared, so $\alpha$ is an area. Equation \eqref{eq:response} contains the assumptions of the model: the response is linear, static and local along $z$, it involves one transverse mode, and it has no free carriers. Transverse polarisation is left out.

The bare interaction $v(z)$ is the average of the Coulomb energy over both profiles. With $d=|\boldsymbol\rho-\boldsymbol\rho'|$ and angle brackets for the average with weight $g(\boldsymbol\rho)g(\boldsymbol\rho')$,
\begin{equation}
v(z)=\left\langle\frac1{\sqrt{z^2+d^2}}\right\rangle .
\end{equation}
The screened interaction $W(z)$ is the total potential at $z$, external plus induced, when a unit external charge sits at the origin. Because the response is linear, the energy of two unit charges at $z_1$ and $z_2$ is $\tfrac12\sum_{ij}W(z_i-z_j)$. The terms $i=j$ do not depend on the separation, and the two cross terms add up to $W(z_1-z_2)$. Thus $W$ is the part of the energy that depends on separation, for charges of equal sign; for an electron and a hole it enters with a minus sign.

For definite results take the Gaussian profile $g=e^{-\rho^2/2s^2}/(2\pi s^2)$. The difference of two independent Gaussian positions has twice the variance, so $d$ has the probability density $p(d)=(d/2s^2)e^{-d^2/4s^2}$. With $w=\sqrt{z^2+d^2}$ and $w\,dw=d\,dd$,
\begin{equation}
v(z)=\frac{e^{z^2/4s^2}}{2s^2}\int_{|z|}^{\infty}e^{-w^2/4s^2}dw
=\frac{\sqrt\pi}{2s}\,e^{z^2/4s^2}\,\mathrm{erfc}\!\left(\frac{|z|}{2s}\right).
\end{equation}
At contact $v(0)=\sqrt\pi/2s$. Far away the expansion of $\langle(z^2+d^2)^{-1/2}\rangle$ gives $1/|z|-2s^2/|z|^3+\dots$, since $\langle d^2\rangle=4s^2$.

To transform $v$, write the Coulomb energy as a sum of Gaussians,
\begin{equation}
\frac1{\sqrt{z^2+d^2}}=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2(z^2+d^2)}du .
\end{equation}
The transform of $e^{-u^2z^2}$ is $(\sqrt\pi/u)e^{-q^2/4u^2}$, and the average of $e^{-u^2d^2}$ with $p(d)$ is $1/(1+4s^2u^2)$. Now substitute $t=q^2/4u^2$, for which $du/u=-dt/2t$, and define $x=q^2s^2$, so that $4s^2u^2=x/t$:
\begin{align}
v(q)&=2\int_0^\infty\frac{du}{u}\,\frac{e^{-q^2/4u^2}}{1+4s^2u^2}
=2\int_0^\infty\frac{dt}{2t}\,\frac{t\,e^{-t}}{t+x}\nonumber\\
&=\int_0^\infty\frac{e^{-t}}{x+t}\,dt=e^xE_1(x).
\label{eq:vq}
\end{align}
Here $E_1(x)=\int_x^\infty e^{-t}dt/t$. An integration by parts isolates the behaviour at small $x$:
\begin{equation}
v(q)=-\ln x+\int_0^\infty e^{-t}\ln(x+t)\,dt
\;\longrightarrow\;-\ln x-\gamma ,
\end{equation}
because $\int_0^\infty e^{-t}\ln t\,dt=-\gamma$, with $\gamma$ Euler's constant. Since $\ln x=2\ln(|q|s)$,
\begin{equation}
v(q)\to2\ln\frac1{|q|\ell},\qquad \ell=s\,e^{\gamma/2}.
\label{eq:vsmall}
\end{equation}
The logarithm belongs to the line geometry. A charge modulation of wavelength $2\pi/|q|$ looks like a uniformly charged line out to distances of order $1/|q|$, and the potential of such a line is logarithmic.

Other profiles change only the length inside the logarithm. At fixed $d$ the same substitution gives, with $c=q^2d^2/4$,
\begin{equation}
v_d(q)=\int_0^\infty\frac{dt}{t}e^{-t-c/t}
=2\int_{\sqrt c}^{\infty}\frac{dt}{t}e^{-t-c/t}.
\end{equation}
The second form holds because $t\to c/t$ exchanges the ranges below and above $\sqrt c$. On the upper range, dropping $c/t$ from the exponent causes an error of at most $\int_{\sqrt c}^\infty c\,dt/t^2=\sqrt c$ in the integral, which vanishes with $q$. Hence $v_d\to2E_1(\sqrt c)\to-\ln c-2\gamma=2\ln(2/|q|d)-2\gamma$. Averaging over $d$ yields
\begin{equation}
v(q)\to2\ln\frac1{|q|\ell},\qquad
\ell=\tfrac12b\,e^{\gamma},\qquad \ln b=\langle\ln d\rangle .
\label{eq:b}
\end{equation}
For the Gaussian, $d^2/4s^2$ is exponentially distributed, so $\ln b=\tfrac12(\ln4s^2-\gamma)$ and $b=2s\,e^{-\gamma/2}$. This returns $\ell=s\,e^{\gamma/2}$, in agreement with \eqref{eq:vsmall}.

The dielectric function follows from the response. A polarisation that varies along $z$ leaves the line charge $\lambda_{\rm ind}=-dP/dz$, and the field is $E=-dW/dz$ when the source is a unit charge. A derivative becomes multiplication by $iq$, so
\begin{equation}
\lambda_{\rm ind}(q)=-iq\,\alpha\,(-iq)W(q)=-\alpha q^2W(q).
\label{eq:induced}
\end{equation}
The external unit charge has transform 1, and the total potential is $v$ times the total line charge:
\begin{equation}
W(q)=v(q)\left[1-\alpha q^2W(q)\right]
\quad\Longrightarrow\quad W(q)=\frac{v(q)}{1+\alpha q^2v(q)} .
\end{equation}
With $\varepsilon(q)=v(q)/W(q)$, and then with \eqref{eq:vsmall},
\begin{equation}
\varepsilon(q)-1=\alpha q^2v(q)\;\longrightarrow\;2\alpha q^2\ln\frac1{|q|\ell}
\qquad(|q|\ell\ll1).
\label{eq:eps}
\end{equation}
One factor $q$ comes from the field being the gradient of the potential, the other from the induced charge being the divergence of the polarisation. The proportionality to $q^2\ln(1/q)$ is a leading law: the length $\ell$ contributes a term in $q^2$ without a logarithm, and that term loses importance only as slowly as the logarithm grows.

The same product, polarisability times $q^2$ times the Coulomb transform, applies in other dimensions. In a bulk solid the transform is $4\pi/q^2$, and $\varepsilon-1$ tends to a constant. In a thin sheet it is $2\pi/q$, and $\varepsilon-1$ vanishes linearly. In the wire it vanishes faster still, so a slowly varying potential is hardly screened by the axial polarisation. A wire that also polarises radially around charges inside it lowers $W(q)$ by a constant as $q\to0$, and $v/W-1$ then falls only as $1/\ln(1/q)$. A weakly nonlocal response, $\alpha(q)=\alpha+\alpha_2q^2$, alters \eqref{eq:eps} at order $q^4\ln(1/q)$ and leaves the leading term alone. Free carriers do not: if $\lambda_{\rm ind}=-\Pi W$ with $\Pi$ nonzero at $q=0$, then $\varepsilon=1+\Pi v$ diverges logarithmically, and the results below do not apply.

As an example take the round values $\alpha=10$ bohr$^2$ and $s=2$ bohr, which stand for no particular material. Then $b=2.997$ bohr and $\ell=2.669$ bohr. At $q=0.01$ bohr$^{-1}$ the leading law gives
\begin{equation}
\varepsilon-1\simeq2\times10\times10^{-4}\,\ln\frac1{0.02669}=7.247\times10^{-3},
\end{equation}
against $7.250\times10^{-3}$ from the full $\alpha q^2v(q)$. At $q=0.1$ bohr$^{-1}$ the two are 0.264 and 0.279, so the law is low by 5\% of the full value. At $q=0.2$ bohr$^{-1}$ they are 0.502 and 0.661, a deficit of 24\%, as expected once $q\ell$ is no longer small.

For all real $q$ the dielectric function is at least 1. Indeed
\begin{equation}
\varepsilon(q)=1+\frac{\alpha}{s^2}\int_0^\infty\frac{x\,e^{-t}}{x+t}\,dt ,
\end{equation}
and the integral rises steadily from 0 to 1 as $x$ grows. So $\varepsilon$ runs from 1 to $1+\alpha/s^2$, which is 3.5 in the example. Each Fourier component of the interaction is therefore reduced, or left alone at $q=0$:
\begin{equation}
W(q)-v(q)=-\frac{\alpha q^2v(q)^2}{\varepsilon(q)}\le0 .
\label{eq:difference}
\end{equation}
This does not make $W(z)$ smaller than $v(z)$ at every distance. At $z=0$ all components add with the same sign, and $W(0)<v(0)$. The integral over all distances, on the other hand, is the component at $q=0$, where \eqref{eq:difference} vanishes as $q^2\ln^2q$:
\begin{equation}
\int_{-\infty}^{\infty}\left[W(z)-v(z)\right]dz=0 .
\label{eq:sumrule}
\end{equation}
The integral converges absolutely. The function \eqref{eq:difference} and its derivative are both square integrable, because they behave as $q^2\ln^2q$ and $q\ln^2q$ near zero and fall off at least as $q^{-2}$ at large $q$. By Parseval's theorem $\sqrt{1+z^2}\,(W-v)$ is then square integrable, and so is $1/\sqrt{1+z^2}$; the Cauchy--Schwarz inequality bounds the integral of $|W-v|$. Since $W-v$ is continuous and negative at the origin, it must be positive elsewhere. In this model, screening at short range has to be repaid by antiscreening at some other range. The exact balance depends on leaving out transverse polarisation. Take a solid dielectric cylinder of radius $a$ and permittivity $\varepsilon_w$, with $g$ uniform over its cross-section. A uniform unit line charge has, in vacuum, a potential $1-\rho^2/a^2$ above its value at the surface, with mean $\tfrac12$. The dielectric divides this inner part by $\varepsilon_w$ and leaves the outer field unchanged, so $\int(W-v)\,dz=-\tfrac12(1-1/\varepsilon_w)$ instead of zero.

Where the repayment occurs can be seen to first order in $\alpha$. A polarisable element $dz'$ in the field of both charges has energy $-\tfrac12\alpha(E_1+E_2)^2dz'$, and the part that depends on both is
\begin{equation}
W(z)-v(z)\simeq-\alpha\int_{-\infty}^{\infty}E_1(z')E_2(z')\,dz' .
\label{eq:first}
\end{equation}
This is the transform of $-\alpha q^2v^2$, the first-order part of \eqref{eq:difference}. Between two like charges their fields are opposed, so the wire there is polarised less than it would be by the charges separately, and the energy goes up. Outside the pair the fields are parallel and the energy goes down.

For $z\gg s$ the inner part wins. Put charge 1 at the origin and charge 2 at $z>0$. Near charge 1,
\begin{equation}
E_2(z')=-\frac1{(z-z')^2}=-\frac1{z^2}\left(1+\frac{2z'}{z}+\dots\right),
\end{equation}
while $E_1$ is odd in $z'$ and equals $\pm1/z'^2$ for $|z'|\gg s$. The constant term of the bracket integrates to zero. The linear term gives
\begin{equation}
-\frac2{z^3}\int z'E_1(z')\,dz'\simeq-\frac4{z^3}\int_{s}^{z}\frac{dz'}{z'}
=-\frac4{z^3}\ln\frac zs .
\end{equation}
The limits need to be right only in order of magnitude, since a change in them adds a constant to the logarithm. The neighbourhood of charge 2 contributes the same amount, and the rest of the line contributes a multiple of $1/z^3$ without a logarithm. Inserted in \eqref{eq:first}, this gives
\begin{equation}
W(z)-v(z)\simeq+\frac{8\alpha}{z^3}\ln\frac zs ,
\end{equation}
at leading logarithm and first order in $\alpha$. The sign is positive because the side of each charge that faces the other feels the other's field more strongly than the far side does.

In this model the wire weakens the interaction at contact, the integral of $W-v$ over all distances is zero, and to first order in $\alpha$ the interaction is enhanced at large $z$. It remains to find the sign of $W-v$ at every distance for any $\alpha$, the crossover between screening and antiscreening, and the constant that accompanies the logarithm in the tail.

All numerical values are calculated from the stated model.
